# Sampling error and bias in stochastic $G_0W_0$ with real-time Hartree screening, part 1

(Sections cited here and not found follow in the second part.)

## 1. Result

Take a closed-shell system on $N_g$ grid points with volume element $h$, a fixed real mean-field Hamiltonian $H_0$ with real orbitals $\psi_n$ and energies $\varepsilon_n$, a gap between occupied states $i,j$ and empty states $a,b$, and a real target state $\phi$. Hartree atomic units are used, $\langle f|g\rangle=h\sum_x f^*(x)g(x)$, and $P$ projects on the occupied space. The quantity computed is the windowed correlation self-energy

$$\Sigma_\gamma(\omega)=\int dt\,e^{i\omega t}g(t)\,h^2\sum_{xy}\phi(x)\,iG_0(x,y,t)\,W_P(x,y,t)\,\phi(y),\qquad g(t)=e^{-\gamma^2t^2/2},$$

where $W_P=v\chi v$ is the polarization part of the RPA screened interaction. One sample draws $\bar\zeta(x)=s_x/\sqrt h$ with independent signs $s_x=\pm1$, propagates it with $H_0$, obtains $W_P\,(\bar\zeta\phi)$ from one kicked time-dependent Hartree run, and returns a number $\sigma(\omega)$. Three statements hold.

1. $E[\bar\zeta(x)\bar\zeta(y)]=\delta_{xy}/h$, the kernel of the identity.
2. If the Hartree run uses the true occupied orbitals, $E[\sigma]=\Sigma_\gamma$ up to deterministic errors of order $\lambda^2$ (kick strength), $dt^2$ (time step), $g(T)$ (finite run length $T$) and $e^{-\Omega_{\min}^2/2\gamma^2}$. Moreover $\operatorname{Re}\sigma=s^TSs$ for a fixed symmetric matrix $S$, and the mean of $N$ samples has root-mean-square error $s_\sigma/\sqrt N$ at every $N$, with $s_\sigma^2=2\sum_{y\ne z}S_{yz}^2$.
3. If the Hartree run uses $N_\eta$ random occupied orbitals, the estimator is biased: $E[\operatorname{Re}\sigma]=\operatorname{Re}\Sigma_\gamma+b/N_\eta+O(N_\eta^{-2})$, and no number of samples $N$ removes $b/N_\eta$.

Nothing below shows that $s_\sigma$ or $b$ is independent of system size. That has to be measured for each class of systems.

## 2. The deterministic target

**Green's function.** For one spin, $iG_0(x,y,t)=\langle T\hat\psi(x,t)\hat\psi^\dagger(y,0)\rangle$. For $t>0$ the particle is added to an empty state. For $t<0$ the time ordering exchanges two fermion operators, which gives a minus sign, and an occupied state is emptied:

$$iG_0(x,y,t)=\theta(t)\sum_a\psi_a(x)\psi_a(y)e^{-i\varepsilon_at}-\theta(-t)\sum_i\psi_i(x)\psi_i(y)e^{-i\varepsilon_it}.$$

This is the kernel of $e^{-iH_0t}[\theta(t)(1-P)-\theta(-t)P]$. The GW self-energy is the pointwise product $iG_0W$ with $W=v\,\delta(t)+W_P$. The instantaneous part, taken at $t=0^-$, is $-v\sum_i\psi_i\psi_i$, the exchange operator, which confirms the sign. It is evaluated separately.

**Retarded screening from the Hartree equation.** Let $\Gamma$ be the one-spin density matrix, $i\dot\Gamma=[H_0+\lambda u_{\rm tot},\Gamma]$, with $u_{\rm tot}=\delta(t)v_p+u^R(t)$. Here $v_p=vf$ is the potential of a real source $f$, and $\lambda u^R=v\,\delta n$ is the induced Hartree potential. With $\Gamma=P+\lambda\Gamma_1$, first order in $\lambda$ gives

$$i\dot\Gamma_1=[H_0,\Gamma_1]+[u_{\rm tot},P].$$

The commutator $[u,P]$ has elements $u_{ai}$ in the empty-occupied block and vanishes in the occupied-occupied and empty-empty blocks, so those blocks of $\Gamma_1$ stay zero. Write $(\Gamma_1)_{ai}=q_{ia}+ip_{ia}$ and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. The equation $i(\dot q+i\dot p)=\Delta(q+ip)+u_{ai}$ with real $u_{ai}$ separates into

$$\dot q=\Delta p,\qquad \dot p=-\Delta q-u_{ai}.$$

The density change per $\lambda$ is $2\sum_{ia}\rho_{ia}\,[(\Gamma_1)_{ai}+(\Gamma_1)_{ia}]=4\sum_{ia}\rho_{ia}q_{ia}$, with $\rho_{ia}=\psi_i\psi_a$. One factor 2 is spin, the other comes from the Hermitian partner. Hence $u^R_{ai}=4(Kq)_{ia}$ with $K_{ia,jb}=\langle\rho_{ia}|v|\rho_{jb}\rangle$. Integrating across the $\delta$ function gives $q(0^+)=0$ and $p(0^+)=-(v_p)_{ai}$. Eliminating $p$ gives $\ddot q=-\Delta^2q-4\Delta Kq$, and $q=\Delta^{1/2}y$ makes the problem symmetric:

$$\ddot y=-\left(\Delta^2+4\Delta^{1/2}K\Delta^{1/2}\right)y,\qquad y(0)=0,\quad \dot y(0)=-\Delta^{1/2}v_p.$$

This is the Casida matrix, with eigenvalues $\Omega_s^2$ and orthonormal eigenvectors $Z_s$. For an interaction with non-negative Fourier transform, such as the Coulomb or soft-Coulomb potential, $K$ is positive semidefinite, so $\Omega_{\min}\ge\Delta_{\min}$. The solution is $y=-\sum_sZ_s(Z_s\cdot\Delta^{1/2}v_p)\sin(\Omega_st)/\Omega_s$. Defining $\rho_s=\sqrt2\sum_{ia}\rho_{ia}\Delta_{ia}^{1/2}Z_{ia,s}/\sqrt{\Omega_s}$ absorbs a factor 2 of the 4, and with $w_s=v\rho_s$ and $\langle\rho_s|vf\rangle=\langle w_s|f\rangle$,

$$u^R(x,t)=-2\,\theta(t)\sum_sw_s(x)\,\langle w_s|f\rangle\sin\Omega_st.$$

The exchange-correlation potential stays frozen. Updating it adds a kernel to $K$, and the result is no longer RPA.

**Time-ordered screening.** The transform of $-2\theta(t)\sin\Omega t$ is $1/(\omega-\Omega+i0)-1/(\omega+\Omega+i0)$. The transform of $-ie^{-i\Omega|t|}$ is $1/(\omega-\Omega+i0)-1/(\omega+\Omega-i0)$. The second equals the first evaluated at $|\omega|$, because for $\omega>0$ the infinitesimal in $\omega+\Omega$ is irrelevant and the time-ordered function is even. The bare polarizabilities have exactly these two forms with $\Omega\to\Delta_{ia}$, so $\chi_0^T(\omega)=\chi_0^R(|\omega|)$. The equation $\chi=\chi_0+\chi_0v\chi$ is algebraic at each $\omega$ and preserves the relation. Therefore

$$W_P(x,y,t)=-i\sum_sw_s(x)w_s(y)e^{-i\Omega_s|t|}.$$

**Pole formula.** Let $A_{ns}=\langle\phi\psi_n|w_s\rangle$ and $I(X)=\int_0^\infty e^{iXt}g(t)\,dt$. For $t>0$ the integrand is $-iA_{as}^2e^{i(\omega-\varepsilon_a-\Omega_s)t}g$. For $t=-\tau<0$ it is $(-1)(-i)A_{is}^2e^{-i(\omega-\varepsilon_i+\Omega_s)\tau}g$. Thus

$$\Sigma_\gamma(\omega)=\sum_{ns}A_{ns}^2k_{ns},\qquad k_{as}=-iI(\omega-\varepsilon_a-\Omega_s),\qquad k_{is}=iI^*(\omega-\varepsilon_i+\Omega_s).$$

The substitution $t=\sqrt2\,\tau'/\gamma$ in the Faddeeva function $\mathrm w(z)=(2/\sqrt\pi)\int_0^\infty e^{-\tau'^2+2iz\tau'}d\tau'$ gives $I(X)=\sqrt{\pi/2}\,\mathrm w(X/\sqrt2\gamma)/\gamma$. The real part of $I$ is half a full Gaussian integral, $\sqrt{\pi/2}\,e^{-X^2/2\gamma^2}/\gamma$. Repeated integration by parts gives $I\simeq\sum_m(i/X)^{m+1}g^{(m)}(0)$, and $g(0)=1$, $g'(0)=0$, $g''(0)=-\gamma^2$ give $I\simeq(i/X)(1+\gamma^2/X^2)$. Both kinds of $k$ then tend to $(1+\gamma^2/X^2)/X$, so $\gamma\to0$ recovers the usual sum over poles $A^2/X$. To leading order in $\gamma/X$ the window error is $\sum A^2\gamma^2/X^3$. It is algebraic in $\gamma$, and it is large when $\omega$ lies within a few $\gamma$ of a pole.

## 3. The stochastic identity

For $x=y$, $s_x^2=1$. For $x\ne y$, independence gives $E[s_xs_y]=E[s_x]E[s_y]=0$. So $E[\bar\zeta(x)\bar\zeta(y)]=\delta_{xy}/h$, and $E[\bar\zeta(x)\langle\bar\zeta|f\rangle]=h\sum_y(\delta_{xy}/h)f(y)=f(x)$ for every $f$ that does not depend on $\bar\zeta$. The factor $h^{-1/2}$ is required by the measure. Omitting it scales $\Sigma$ by $h$.

For $\hat I_{xy}=N^{-1}\sum_ks_x^{(k)}s_y^{(k)}$ the diagonal is exactly 1. Each of the $N_g(N_g-1)$ off-diagonal elements is a mean of $N$ independent variables $\pm1$ and has variance $1/N$, so

$$E\|\hat I-1\|_F^2=N_g(N_g-1)/N.$$

As a matrix the identity is poorly represented unless $N\gg N_g$, since $\|1\|_F^2=N_g$. The method is useful because it needs one contraction of $\hat I$, not $\hat I$ itself.

## 4. The estimator

Define $\zeta(t)=e^{-iH_0t}[\theta(t)(1-P)-\theta(-t)P]\bar\zeta$. It is a fixed linear operator $O(t)$ acting on $\bar\zeta$, so $E[\zeta(x,t)\bar\zeta(y)]=h\sum_zO(x,z,t)\delta_{zy}/h=iG_0(x,y,t)$. Inserting this in the target separates the double sum:

$$\sigma(t)=h\sum_x\phi(x)\,\zeta(x,t)\,u(x,t),\qquad u(x,t)=g(t)\,h\sum_yW_P(x,y,t)\,\bar\zeta(y)\phi(y).$$

The source is $f=\bar\zeta\phi$. The same $\bar\zeta$ must appear in both factors, since with independent vectors the mean is zero. The source carries the unprojected vector. Using $P\bar\zeta$ there reproduces the $t<0$ branch, because $P^2=P$, but annihilates the $t>0$ branch, because $(1-P)P=0$.

**Time ordering as a filter.** The Hartree run yields $u^R$ for $t>0$. Extend $g\,u^R$ as an odd function of $t$. Each mode is then $g\,(-2\sin\Omega t)=ig\,e^{i\Omega t}-ig\,e^{-i\Omega t}$, and the second term is the required $u(|t|)$ on $t\ge0$. In frequency the two terms are Gaussians of width $\gamma$ centred at opposite frequencies, so keeping only the components $e^{-i\nu t}$ with $\nu>0$ selects the second. A fraction $\epsilon=\frac12\operatorname{erfc}(\Omega/\sqrt2\gamma)$ of the wanted Gaussian is lost and the same fraction of the other is kept, so the error per mode is at most $2\epsilon$ times its amplitude. The filter is a fixed linear map in time that does not act on $x$. The window is applied once, here. Applying it again in the final transform turns $\gamma$ into $\sqrt2\gamma$. With the FFT convention in which component $m$ multiplies $e^{+2\pi imj/M}$, the retained components are the negative frequencies.

**Finite kick.** At finite $\lambda$, $u^R=Lf+\lambda Q[f,f]+O(\lambda^2)$, with $L$ linear and $Q$ the quadratic response. The term $\lambda\,\zeta\,Q[f,f]$ in $\sigma$ is cubic in the signs. The distribution is symmetric under $s\to-s$, so its mean vanishes. A single sample has an error $O(\lambda)$ and the mean has a bias $O(\lambda^2)$.

## 5. Unbiasedness and the inverse-root law

Insert $\zeta(x,t)=\pm\sum_n\psi_n(x)e^{-i\varepsilon_nt}\langle\psi_n|\bar\zeta\rangle$ and the mode form of $W_P$. The $x$ sum gives $A_{ns}$ and the time integral gives $k_{ns}$:

$$\sigma(\omega)=\sum_{ns}A_{ns}k_{ns}\langle\psi_n|\bar\zeta\rangle\langle w_s\phi|\bar\zeta\rangle=\sum_{zy}s_zM_{zy}s_y,\qquad M_{zy}=h\sum_{ns}A_{ns}k_{ns}\psi_n(z)w_s(y)\phi(y).$$

The prefactor is $h^2\cdot h^{-1}$. Since $s_zs_y$ is symmetric, only $S=\frac12\operatorname{Re}(M+M^T)$ enters the real part. Separating the diagonal with $s_y^2=1$,

$$\operatorname{Re}\sigma=\operatorname{Tr}S+2\sum_{y<z}S_{yz}s_ys_z.$$

Each product has zero mean, so $E[\operatorname{Re}\sigma]=\operatorname{Tr}S=\sum_{ns}A_{ns}\operatorname{Re}k_{ns}\;h\sum_y\psi_nw_s\phi=\operatorname{Re}\Sigma_\gamma$. The same argument applies to the imaginary part. For the variance, $E[s_ys_zs_{y'}s_{z'}]$ with $y<z$, $y'<z'$ is 1 when the pairs coincide. Otherwise some sign appears to the first power and the mean is 0. Therefore

$$s_\sigma^2=4\sum_{y<z}S_{yz}^2=2\sum_{y\neq z}S_{yz}^2.$$

For $N$ independent samples with deviations $e_k$, the cross terms $E[e_ke_l]=E[e_k]E[e_l]$ vanish, and

$$E\Big[\Big(\frac1N\sum_ke_k\Big)^2\Big]=\frac{1}{N^2}\sum_kE[e_k^2]=\frac{s_\sigma^2}{N}.$$

This is an identity at every $N$ and needs no central limit theorem. The theorem is needed only to read $s_\sigma/\sqrt N$ as a Gaussian confidence interval, and it applies because $\sigma$ is bounded. Both results hold unchanged for the discretized scheme, which for $\lambda\to0$ is again a quadratic form, with a matrix $S$ that differs by $O(dt^2)$.

If $S$ is diagonal on the grid, every sample is exact. Since $M_{zy}=h^2\int dt\,e^{i\omega t}g\sum_x\phi(x)\,iG_0(x,z,t)W_P(x,y,t)\phi(y)$, this happens when both $G_0$ and $W_P$ are local. A local product $iG_0W_P$ alone is not enough. Gaussian random vectors also resolve the identity, but then $s_y^2$ has variance 2 and the variance becomes $2\sum_{yz}S_{yz}^2$, which is never smaller. Hole and particle terms partly cancel in $\operatorname{Tr}S$, but nothing forces the same cancellation off the diagonal, so $s_\sigma$ may exceed $|\Sigma_\gamma|$.

**Quasiparticle energy.** The equation is $\omega=\varepsilon+\langle\Sigma_x-v_{xc}\rangle+\operatorname{Re}\Sigma_\gamma(\omega)$. Adding an error $e(\omega)$ and linearizing gives $\delta\omega=\Sigma'\delta\omega+e$, so $\delta\omega=Ze$ with $Z=(1-\partial_\omega\operatorname{Re}\Sigma_\gamma)^{-1}$, and the error is $Zs_\sigma/\sqrt N$. The root is nonlinear in $e$, and the quadratic terms leave a bias $O(1/N)$, small against $N^{-1/2}$. Solving the equation per sample and averaging the roots keeps that bias at its $N=1$ value. The average must be taken on $\sigma(t)$, or equivalently on $\sigma(\omega)$, before the equation is solved.

## 6. Compression in space

The filter needs the whole history $u^R(x,t)$, which is $N_tN_g$ numbers. A second random identity avoids the storage. With $N_\xi$ independent vectors $\xi(x)=\pm1/\sqrt h$, normalized like $\bar\zeta$,

$$\sigma_\xi(t)=\frac1{N_\xi}\sum_\xi\Big[h\sum_x\phi\,\zeta(t)\,\xi\Big]\,\langle\xi|u(t)\rangle,$$

and $\langle\xi|u(t)\rangle$ is obtained by filtering the scalar series $\langle\xi|u^R(t)\rangle$, because the filter commutes with sums over $x$. At fixed $\bar\zeta$, independence gives $E_\xi[\sigma_\xi]=\sigma$. The law of total variance gives $s_\sigma^2+E_\zeta[s_\xi^2]/N_\xi$ per sample, and the $N^{-1/2}$ law holds with this constant if the $\xi$ are redrawn for each sample. Reusing $\bar\zeta$ as a $\xi$ produces fourth moments of the signs and a bias.

With the true occupied orbitals, the estimator is unbiased up to small deterministic errors, and its sampling error is $s_\sigma/\sqrt N$ at every $N$. What remains is the bias caused by random occupied orbitals, the algorithm with its stability limits, and a worked numerical example.
